\section*{Magnetic breakdown at a Bragg plane and its field scale}

\section{Which orbit should be quantized?}

A calculation of quantum oscillations starts from closed orbits on the Fermi surface, and a small gap makes the choice of orbit ambiguous. Take nearly free electrons, a field $B$ along $z$, and one pair of Bragg planes $k_x=\pm G/2$ that cuts the circular Fermi contour. If the gap is respected, the circle is cut into two open orbits, formed by the upper and lower arcs between the planes, and a closed lens made of the two outer caps. If the electrons cross the gap, the orbit to quantize is the whole circle. The areas differ, and so do the oscillation frequencies. For a gap of 50 meV, the choice depends on the field at which electrons begin to ignore the gap.

Let $E_g$ be the full gap, $E_F$ the Fermi energy, $m$ the electron mass, $-e$ its charge and $\omega_c=eB/m$. Where the free contour meets the Bragg plane, the free velocity has magnitude $v_x=v_F\cos\theta$ normal to the plane and $v_y=v_F\sin\theta$ along it. I take $k_z=0$; otherwise $E_F$, $v_F$ and $\theta$ below are those of the in-plane motion at the given $k_z$, with $E_F$ reduced by $\hbar^2k_z^2/2m$.

\section{Back-of-envelope argument}

On the Bragg plane the two band energies differ by $E_g$. At fixed total energy the kinetic energies along $y$ on the two contours must therefore differ by $E_g$. For a small gap this separates the contours by
\begin{equation}
\delta k_y\simeq\frac{E_g}{\hbar v_y}.
\end{equation}
At a distance $q$ from the plane, the two plane waves that the lattice couples differ in energy by $2\hbar v_x|q|$. This is less than $E_g$ in a strip of full width
\begin{equation}
\delta k_x=\frac{E_g}{\hbar v_x}.
\end{equation}

In a magnetic field the two components of kinetic momentum do not commute: $[k_x,k_y]=-i/l_B^2$, with $l_B^2=\hbar/eB$. An electron cannot be assigned to one of the two contours when the area $\delta k_x\,\delta k_y$ is no larger than about $1/l_B^2$. Breakdown is thus expected when
\begin{equation}
\frac{E_g^2}{\hbar^2v_xv_y}\sim\frac{eB}{\hbar}.
\end{equation}
The velocity product is
\begin{equation}
v_xv_y=v_F^2\sin\theta\cos\theta=\frac{2E_F}{m}\,\frac{\sin2\theta}{2}=\frac{E_F\sin2\theta}{m}.
\label{eq:vv}
\end{equation}
Multiplying the estimate by $\hbar^2v_xv_y$ and dropping the angular factor gives Blount's criterion,
\begin{equation}
\hbar\omega_cE_F\sim E_g^2 .
\label{eq:blount}
\end{equation}
The argument gives neither the prefactor nor the sharpness of the change. Both follow from the tunnelling probability.

\section{Controlled derivation}

\subsection{From the magnetic field to a level crossing}

The lattice potential is $E_g\cos Gx=\Delta(e^{iGx}+e^{-iGx})$ with $\Delta=E_g/2$. Write the wave function as $e^{iGx/2}\psi_1+e^{-iGx/2}\psi_2$ with slowly varying envelopes, and let $\boldsymbol\pi=\mathbf p+e\mathbf A$ act on them. The kinetic energies for motion along $x$ are
\begin{equation}
\frac{(\pi_x\pm\hbar G/2)^2}{2m}
=\frac{mv_x^2}{2}\pm v_x\pi_x+\frac{\pi_x^2}{2m},
\qquad v_x=\frac{\hbar G}{2m}.
\end{equation}
The potential couples $\psi_1$ and $\psi_2$ with strength $\Delta$. At $\pi_x=0$ this gives levels split by $2\Delta=E_g$. The next plane waves, at $\pm3G/2$, lie higher by $8(mv_x^2/2)$ and are neglected.

For motion along $y$, extract the factor $e^{imv_yy/\hbar}$, so that $\pi_y$ is measured from its crossing value:
\begin{equation}
\frac{(mv_y+\pi_y)^2}{2m}=\frac{mv_y^2}{2}+v_y\pi_y+\frac{\pi_y^2}{2m}.
\end{equation}
The constants add up to $E_F$, the energy of the state. The quadratic terms are small near the crossing if $E_g$ and $\hbar\omega_c$ are both much smaller than $mv_x^2/2$ and $mv_y^2/2$, and if the crossing is not at the turning point of the orbit. For small $\theta$ the last condition is the stricter one: $mv_y^2/2$ must exceed about $(\hbar\omega_c)^{2/3}E_F^{1/3}$. Dropping them leaves
\begin{equation}
\left(v_y\pi_y+v_x\pi_x\sigma_z+\Delta\sigma_x\right)\psi=0,
\label{eq:linear}
\end{equation}
where the Pauli matrices act on $(\psi_1,\psi_2)$.

The commutator is
\begin{equation}
[\pi_x,\pi_y]=e[p_x,A_y]+e[A_x,p_y]
=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\end{equation}
In a representation where $\pi_x$ is a number, it is satisfied by $\pi_y=i\hbar eB\,d/d\pi_x$. Now define a parameter $t$ by $\pi_x=-eBv_yt$. Then $v_y\pi_y=-i\hbar\,d/dt$, and Eq.~\eqref{eq:linear} becomes
\begin{equation}
i\hbar\frac{d\psi}{dt}=\left(-eBv_xv_yt\,\sigma_z+\Delta\sigma_x\right)\psi .
\label{eq:lz}
\end{equation}
The stationary magnetic problem has become a time-dependent crossing of two levels. The relation between $\pi_x$ and $t$ is the Lorentz-force law $\dot\pi_x=-ev_yB$, so $t$ is the time along the orbit. The uncoupled levels separate at the rate
\begin{equation}
\hbar\alpha=2eBv_xv_y .
\label{eq:rate}
\end{equation}
Staying in the same plane wave means following the free-electron path, which is a jump between bands. Changing plane wave is Bragg reflection.

\subsection{The Landau--Zener probability}

Set $f=\Delta/\hbar$ and $(\psi_1,\psi_2)=e^{i\alpha t^2/4}(a,b)$. The derivative of the phase factor cancels the diagonal term for $a$ and doubles it for $b$:
\begin{equation}
i\dot a=fb,\qquad i\dot b=\alpha tb+fa .
\end{equation}
Write $a=\int\tilde a\,e^{ist}ds$ and $b=\int\tilde b\,e^{ist}ds$. The first equation gives $-s\tilde a=f\tilde b$. In the second, $te^{ist}=-i\,d(e^{ist})/ds$, and integration by parts turns $tb$ into $i\,d\tilde b/ds$. Hence
\begin{equation}
-s\tilde b=i\alpha\frac{d\tilde b}{ds}-\frac{f^2}{s}\tilde b
\quad\Longrightarrow\quad
\frac{d\tilde b}{ds}=\frac{i}{\alpha}\left(s-\frac{f^2}{s}\right)\tilde b ,
\end{equation}
with the solution
\begin{equation}
\tilde b=s^{-i\nu}e^{is^2/2\alpha},\qquad \nu=\frac{f^2}{\alpha}.
\end{equation}
The ends of the contour are tilted anticlockwise from the real axis. There the Gaussian decays, so the boundary terms vanish. Let the contour pass below $s=0$, and place the branch cut along the positive imaginary axis.

The exponent in the integral for $b$ is
\begin{equation}
\frac{is^2}{2\alpha}+ist=\frac{i(s+\alpha t)^2}{2\alpha}-\frac{i\alpha t^2}{2},
\end{equation}
with a saddle at $s_0=-\alpha t$. The line of steepest descent passes through $s_0$ at $45^\circ$ to the real axis.

For $t\to-\infty$, $s_0>0$ and this line passes below the origin, as the contour does. The contour can be moved onto it freely, and the saddle alone contributes. It gives $|b|\to\sqrt{2\pi\alpha}$, since $|s_0^{-i\nu}|=1$ for positive $s_0$. The integrand of $a$ has the extra factor $-f/s$, so $a\to0$. This solution therefore starts entirely in $b$.

For $t\to+\infty$, $s_0<0$ and the steepest line passes above the origin. Moving the contour leaves a loop around the cut. On the cut $s=i\eta$ and $e^{ist}=e^{-\eta t}$, so the loop's contribution to $b$ falls as $1/t$. The saddle remains. It was reached by passing below the origin, so $s_0=|s_0|e^{-i\pi}$ and
\begin{equation}
|s_0^{-i\nu}|=\left|e^{(-i\nu)(-i\pi)}\right|=e^{-\pi\nu}.
\end{equation}
The probability of remaining in $b$ is $e^{-2\pi\nu}$. It is the same for an electron that starts in $a$: the rows and columns of the unitary $2\times2$ evolution matrix are normalized, so its diagonal elements have equal moduli.

\subsection{The breakdown field}

With Eq.~\eqref{eq:rate},
\begin{equation}
2\pi\nu=2\pi\,\frac{E_g^2}{4\hbar^2}\,\frac{\hbar}{2eBv_xv_y}
=\frac{\pi E_g^2}{4\hbar eBv_xv_y}.
\end{equation}
The probability of crossing between bands in one passage is therefore
\begin{equation}
P=e^{-B_0/B},\qquad B_0=\frac{\pi E_g^2}{4\hbar ev_xv_y}.
\label{eq:B0}
\end{equation}
Inserting Eq.~\eqref{eq:vv} and multiplying by $\hbar eE_F/m$ gives, at $B=B_0$,
\begin{equation}
\hbar\omega_cE_F=\frac{\pi}{4}\,\frac{E_g^2}{\sin2\theta}.
\label{eq:final}
\end{equation}
This is Eq.~\eqref{eq:blount} with its prefactor.

For $B\ll B_0$ the electron follows the gapped bands; for $B\gg B_0$ it follows the free path. At $B_0$ itself $P=1/e$, and $P=1/2$ at $B_0/\ln2$. The growth of $B_0$ as $\sin2\theta\to0$ cannot be followed to the limit, because one velocity component then vanishes and the linearization fails. The derivation also assumes that other Bragg planes are distant and that no scattering occurs during a passage.

Each passage multiplies the orbit amplitude by a factor of modulus $\sqrt P$ for crossing or $\sqrt{1-P}$ for reflection. The full circle crosses the two planes four times and carries $P^2$; the lens has two reflections and carries $1-P$. Between the limits these two orbits are joined by others that mix crossings and reflections. For example, the outline of two neighbouring circles in the repeated zone has four crossings and two reflections and carries $P^2(1-P)$. All such orbits must be kept, with their phases.

\section{A 50 meV gap}

Take $E_g=50$ meV, $E_F=5$ eV, the free-electron mass and $\theta=45^\circ$. The cyclotron energy is 0.1158 meV per tesla, so Eq.~\eqref{eq:final} gives
\begin{equation}
B_0=\frac{0.785\times(50\ \mathrm{meV})^2}{5000\ \mathrm{meV}\times0.1158\ \mathrm{meV/T}}
\simeq3.4\ \mathrm T .
\end{equation}
The probability rises slowly with field:
\begin{center}
\begin{tabular}{lccccc}
$B$ (T) & 1 & 2 & 5 & 10 & 20\\
$P$ & 0.03 & 0.18 & 0.51 & 0.71 & 0.84
\end{tabular}
\end{center}
In this model the gapped orbits are a good starting point below about 1 T. Even at 20 T, reflection is not negligible.

The gap enters squared: $B_0$ is 0.14 T for 10 meV and 13.6 T for 100 meV. With the gap kept at 50 meV and the angle at $45^\circ$, so that $G$ scales with $v_F$, it is 8.5 T for $E_F=2$ eV and 1.7 T for 10 eV. At fixed $G$ the angle changes with $E_F$: for the $G$ of the example the contour reaches the planes only for $E_F>mv_x^2/2=2.5$ eV, and at 10 eV the angle is $60^\circ$ and $B_0$ is 2.0 T. At $E_F=5$ eV, changing the angle to $70^\circ$ raises it to 5.3 T. At $60^\circ$ the free contour touches the planes $k_x=\pm G$, and at $70^\circ$ it crosses them. For the pure cosine potential the gap there is of second order, 0.13 and 0.5 meV, and is negligible at these fields. A real lattice has a Fourier component at $2G$, and that gap needs its own breakdown field.

\section{Comparison}

The bare criterion $\hbar\omega_cE_F=E_g^2$ gives 4.3 T. By Eq.~\eqref{eq:final} its ratio to $B_0$ is $(4/\pi)\sin2\theta$. This equals $4/\pi$ only at $45^\circ$, and at $70^\circ$ the bare value lies below $B_0=5.3$ T. With the angular factor kept, the area argument differs from the result by the same factor at every angle. Equation~\eqref{eq:B0} can be written
\begin{equation}
\frac{B_0}{B}=\frac{\pi}{4}\,l_B^2\,\delta k_x\,\delta k_y ,
\end{equation}
so the rough argument had found the tunnelling exponent up to $\pi/4$. In the example $\delta k_x=\delta k_y=0.081\ \mathrm{nm}^{-1}$ and $l_B=13.9$ nm at $B_0$, which gives $l_B^2\delta k_x\delta k_y=1.27$.

A different guess, $\hbar\omega_c=E_g$, would give 432 T. It compares the gap with the frequency of the whole orbit, whereas at $B_0$ the population of the upper band builds up mainly within the mixing strip. The Lorentz force carries the electron across that strip in
\begin{equation}
\delta t=\frac{\hbar\,\delta k_x}{ev_yB}=\frac{E_g}{eBv_xv_y},
\end{equation}
which is 17 fs at $B_0$, against a free cyclotron period of 10.5 ps. The relevant comparison is between $E_g$ and $\hbar/\delta t$, and $E_g\,\delta t/\hbar$ is again $l_B^2\delta k_x\delta k_y$.

The numerical check sends wave packets through the Bragg condition with the full quadratic kinetic energy and the cosine potential, so it does not rely on Eq.~\eqref{eq:linear}. At $45^\circ$ the computed $P$ agrees with Eq.~\eqref{eq:B0} to within 0.001 at 2 T, $B_0$ and 10 T. At $70^\circ$ and 3.4 T it is 0.213 against 0.211, a difference of about 1\% of $P$. This difference should not be read as the size of the neglected terms. The packet starts and is read out in plane waves at a finite distance from the Bragg plane, where they still differ slightly from the band states. The difference shrinks as that distance grows, and between band states $P$ is 0.211.

\section*{Computed results}
\begin{verbatim}
Gap Eg = 50.0 meV
Fermi energy EF = 5.0 eV
Angle theta = 45 deg
Fermi velocity = 1.3262e+06 m/s
Velocity components vx, vy = 9.3777e+05, 9.3777e+05 m/s
Gap from plane waves = 49.9999 meV
hbar*omega_c per tesla = 0.11577 meV
Breakdown field B0 = 3.392 T
Field from hbar*omega_c*EF = Eg^2: 4.319 T
Field for P = 1/2: 4.894 T
Field from hbar*omega_c = Eg: 431.9 T
hbar*omega_c at B0 = 0.3927 meV
hbar*omega_c*EF/Eg^2 at B0 = 0.7854
Eg/(hbar*omega_c) at B0 = 127.3
EF/(hbar*omega_c) at B0 = 12732
Orbit separation Eg/(hbar vy) = 0.08100 1/nm
Orbit separation from bands = 0.08100 1/nm
Mixing-zone width Eg/(hbar vx) = 0.08100 1/nm
Magnetic length at B0 = 13.930 nm
lB^2*dkx*dky at B0 = 1.2732
Passage time of mixing zone at B0 = 16.76 fs
Free cyclotron period at B0 = 10531 fs
P at  0.5 T = 0.0011
P at  1.0 T = 0.0336
P at  2.0 T = 0.1834
P at  5.0 T = 0.5074
P at 10.0 T = 0.7123
P at 20.0 T = 0.8440
B0 for Eg = 10 meV, EF = 5 eV, 45 deg: 0.136 T
B0 for Eg = 100 meV, EF = 5 eV, 45 deg: 13.569 T
B0 for Eg = 50 meV, EF = 2 eV, 45 deg: 8.480 T
B0 for Eg = 50 meV, EF = 10 eV, 45 deg: 1.696 T
B0 for Eg = 50 meV, EF = 5 eV, 70 deg: 5.277 T
Two-level test nu = 0.05: integrated 0.73040, formula 0.73040
Two-level test nu = 0.16: integrated 0.36592, formula 0.36593
Two-level test nu = 0.40: integrated 0.08100, formula 0.08100
Wave packet 2.000 T, 45 deg: P = 0.1841, formula 0.1834
Wave packet 3.392 T, 45 deg: P = 0.3679, formula 0.3679
Wave packet 10.000 T, 45 deg: P = 0.7120, formula 0.7123
Wave packet 3.392 T, 70 deg: P = 0.2130, formula 0.2110
\end{verbatim}
